# The Teter-Payne-Allan preconditioner: flat start, inverse tail, and what it equalizes, part 2

The Teter-Payne-Allan (TPA) preconditioner $K$ is said to "equalize the errors" of high-energy plane waves in an eigensolver. We examine this claim for one band at fixed potential, with $H=T+V$. The normalized trial state $\psi$ has energy $\varepsilon=T_b+V_b$, with kinetic part $T_b=\langle\psi|T|\psi\rangle$ and potential part $V_b=\langle\psi|V|\psi\rangle$. Near the wanted eigenstate $\psi_0$, write $\psi=\psi_0+\delta$, with a small error $\delta$ orthogonal to $\psi_0$. The residual $r=(H-\varepsilon)\psi$ is then $(H-\varepsilon)\delta$ to leading order. A step changes $\psi$ by $-\alpha Kr$ with $\alpha>0$.

A plane wave $\mathbf G$ has kinetic energy $T_G=\hbar^2|\mathbf k+\mathbf G|^2/2m$, and $x=T_G/T_b$. The cell average of the potential is $V_0$. With $P=27+18x+12x^2+8x^3$,

$$\frac1K=1+\frac{16x^4}{P}=2(x-1)+\frac{81}{P},\qquad 0<K\le1.$$

At $x=0$, $K=1$ and its first three derivatives vanish; at large $x$, $K\to1/(2x)$. Whether this flat start speeds convergence was left open. In the output, p0, p1, p2 are the lowest coefficients of $P$, and c4 is the factor 16 of $x^4$.

The response is the ratio of preconditioned residual to error for a plane wave, in eV. The diagonal term alone gives

$$R_G=K\,(T_G+V_0-\varepsilon)=\frac{T_b(x-1)+(V_0-V_b)}{2(x-1)+81/P} ,$$

and at high energy

$$R_G\simeq\frac{T_b}{2}\left[1+\frac{V_0-V_b}{T_b(x-1)}\right].$$

The example is a cubic cell of edge 0.30 nm with one attractive Gaussian well, repeated periodically, of depth 100 eV and width 0.08 nm. The lowest state at the zone centre, computed with plane waves up to 800 eV, has $\varepsilon=-55.8$ eV, $T_b=18.0$ eV and $V_b=-73.8$ eV. Also $V_0=-29.9$ eV, and the next level lies 26.4 eV higher.

The diagonal formula gives a response of 9.7 eV for a wave of 600 eV, against 626 eV without $K$. The question now is what happens when the whole Hamiltonian acts.

**A.** Apply the full $H-\varepsilon$ to white-noise errors, which are independent random coefficients of equal variance, and average the response over energy shells. Between 100 and 200 eV the result is 12.17 eV, against 12.21 eV from the formula. Between 200 and 400 eV both give 10.48 eV, and between 400 and 800 eV both give 9.71 eV. Agreement within 3% in each shell was a test. Without $K$, the three responses are 174, 320 and 623 eV.

From the lowest shell to the highest, the plain response thus changes by a factor of 3.6 and the preconditioned one by a factor of 1.25. The remaining variation comes from the potential mismatch. For independent random errors the off-diagonal terms average out of this ratio, so the shells test the diagonal formula and say little about coupling.

**Q.** Coupling is what worries me. Which quantity includes it?

**A.** The spectrum of the preconditioned operator does. Let $A=H-\varepsilon$ at the converged state, so that $A\psi_0=0$ and $A$ is non-negative for the lowest band. A step of length $\alpha$ turns the error into $\delta'=\delta-\alpha KA\delta$. Define

$$y=K^{-1/2}\delta,\qquad B=K^{1/2}AK^{1/2}.$$

Multiplying the step by $K^{-1/2}$ gives $y'=(1-\alpha B)y$. To leading order the energy error is $\langle\delta|A|\delta\rangle=\langle y|B|y\rangle$. If $b_i$ are the eigenvalues of $B$ and $y_i$ the components of $y$ along its eigenvectors, the energy error after the step is

$$E'=\sum_i(1-\alpha b_i)^2\,b_i|y_i|^2 .$$

The zero eigenvalue belongs to the wanted state and contributes nothing. Let the nonzero eigenvalues run from $b_-$ to $b_+$, with $\kappa=b_+/b_-$. For $\alpha=2/(b_-+b_+)$, the factor $1-\alpha b$ runs between $(b_+-b_-)/(b_++b_-)$ and its negative. Hence

$$E'\le\left(\frac{\kappa-1}{\kappa+1}\right)^2E .$$

Steepest descent with an exact line search chooses the lowest energy along the direction, so near convergence it does at least as well as this particular $\alpha$.

**Q.** And without the preconditioner $\kappa$ grows with the cutoff?

**A.** Yes. With $K=1$ the smallest nonzero eigenvalue is the gap $g$ to the next level. The largest is at least as big as any diagonal element of $A$. Kinetic energies in this cell are integer sums of three squares times 16.71 eV. The highest one below 800 eV has the sum 46, because 47 is not a sum of three squares. Thus

$$\kappa\ge\frac{46\times16.71-29.9+55.8}{26.4}\approx30 .$$

Diagonalization gives 30.3. At cutoffs of 200 and 400 eV it gives 8.2 and 15.0, so the growth is nearly proportional to the cutoff.

**Q.** With $K$ in place, can you prove that it stops growing?

**A.** For a bounded local potential, yes. Let $V$ lie between $V_{\min}$ and $V_{\max}$. For the upper end, replace $V$ by $V_{\max}$, which can only raise the operator. What remains is diagonal:

$$b_+\le\max_x\,[K(xT_b+V_{\max}-\varepsilon)]\le0.859\,T_b+V_{\max}-\varepsilon .$$

I used the largest value of $xK$, which is 0.859, together with $K\le1$ and $V_{\max}\ge\varepsilon$. The last condition holds for the lowest state at the zone centre, because the constant wave alone has the energy $V_0\le V_{\max}$. At a k point where $\varepsilon>V_{\max}$, the term $K(V_{\max}-\varepsilon)$ is negative and $b_+\le0.859\,T_b$.

For the lower end, put $v=K^{1/2}y$. The Rayleigh quotient of $B$ becomes $\langle v|A|v\rangle/\langle v|K^{-1}|v\rangle$. The two lowest eigenvectors of $B$ span a plane, and some vector of that plane corresponds to a $v$ orthogonal to $\psi_0$. Its quotient is at most $b_-$. So $b_-$ is no smaller than the minimum of the quotient over all $v$ orthogonal to $\psi_0$.

Take such a $v$, normalized, and set $q=\langle v|A|v\rangle\ge g$. Since $P\ge27$, the identity for $1/K$ gives $1/K\le2x+1$. Also $\langle v|T|v\rangle=q+\varepsilon-\langle v|V|v\rangle\le q+\varepsilon-V_{\min}$. Therefore

$$b_-\ge\min_{q\ge g}\frac{q}{1+2(q+\varepsilon-V_{\min})/T_b}=\frac{g}{1+2(g+\varepsilon-V_{\min})/T_b}.$$

The minimum is at $q=g$ because $\varepsilon\ge V_{\min}$ makes the fraction rise with $q$. Neither bound contains the cutoff, except through $\varepsilon$, $g$ and $T_b$, which settle as the basis is completed.

**Q.** Bounds can be useless. What do these give here?

**A.** The potential is a sum of negative Gaussians, so $V_{\max}<0$. The upper bound is $0.859\times18.0+55.8=71.3$ eV. At the well centre the six nearest images add about 0.5 eV of depth, so $V_{\min}>-101$ eV. The lower bound is

$$\frac{26.4}{1+2(26.4-55.8+101)/18.0}\approx2.9\ \text{eV}.$$

Together they guarantee $\kappa<25$. The computed edges at 800 eV are 7.59 and 47.0 eV, which give $\kappa=6.20$. At 400 eV $\kappa$ is 6.19, and at 200 eV it is 5.96. It has levelled off well below the guarantee.

**Q.** Does an actual iteration notice?

**A.** Start each run from the converged state plus white noise with one tenth of its norm, and stop when the energy error is below $10^{-7}$ eV. Plain steepest descent needs 22, 40 and 67 steps at the three cutoffs. With $K$ it needs 16, 19 and 18. The same starting vector is used for both methods at each cutoff. These counts belong to one random start. Other starts shift the plain counts by up to about 15% and those with $K$ by a step or two.

At 800 eV the bound on the energy error per step is $(29.3/31.3)^2=0.88$ without $K$ and $(5.20/7.20)^2=0.52$ with it. The measured average factors late in the runs are 0.83 and 0.45. That they respect the bounds, within 0.02, was a test at all three cutoffs. In this model the gain in steps is modest at 200 eV and grows with the cutoff. These runs do not show that $K$ helps for every potential at a low cutoff.

**Q.** If the high waves all respond with about $T_b/2$, why not take the step $2/T_b$ and remove their errors at once?

**A.** The low plane waves forbid it as a repeated fixed step. The high ones respond with only about 9 to 12 eV, so the upper edge $b_+$ comes from the low ones. With $\alpha=2/T_b=0.111$ per eV, the component at $b_+=47.0$ eV would be multiplied by $1-0.111\times47.0=-4.2$ and would grow. The step that balances the two edges is $2/(7.59+47.0)=0.0366$ per eV. A high wave with a response of 9.7 eV then keeps the fraction $1-0.0366\times9.7=0.64$ of its error. Equal response means equal progress, and the common rate still depends on the rest of the spectrum.

**Q.** Then $T_b$ may not be the best energy scale at all.

**A.** For this state it is not. At a fixed cutoff of 400 eV, replacing $T_b$ in $x$ by $4T_b$ lowers $\kappa$ from 6.2 to 3.7. Replacing it by $T_b/4$ raises $\kappa$ to 17.8. For this lowest state the diagonal $T_G+V_0-\varepsilon$ is never below $-29.9+55.8=25.9$ eV, so plain division by it is also safe, and it gives $\kappa=3.5$.

A larger scale makes $K$ larger at every nonzero kinetic energy, and so raises the response of the high waves. The output gives only $\kappa$ for the altered scales, so it does not show how each spectral edge moved. The scale cannot be raised without limit: $K$ would then be nearly one below the cutoff, and $\kappa$ would return to its plain value of 15.0.

**Q.** You promised a verdict on the flat start. Does it matter?

**A.** Hardly, in this example. The function $1/(1+2x)$ has the same leading tail but a slope of $-2$ at zero. At 800 eV it gives $\kappa=6.22$, against 6.20. The cell is small, and its first nonzero kinetic energy of 16.7 eV already has $x=0.93$. There the two functions are 0.84 and 0.35, so they are not close. At 400 eV the simple one gives edges of 5.1 and 31.8 eV against 7.6 and 47.0 eV. Both edges drop by about a third, which cancels in $\kappa$. At other well depths the two values of $\kappa$ differ, in either direction. The constant wave is therefore the only one in the flat region, and the example cannot show what flatness does when many waves lie there. A larger cell would have to be examined separately.

**Q.** Is there something $K$ cannot repair?

**A.** A small gap. Consider the plane spanned by $\psi_0$ and the next eigenstate. For any vector $v$ in it, $\langle v|A|v\rangle\le g\langle v|v\rangle$. Since $K\le1$, also $\langle v|K^{-1}|v\rangle\ge\langle v|v\rangle$. The quotient is thus at most $g$ throughout the plane. The plane also contains a vector whose $y$ is orthogonal to the zero mode of $B$, and the quotient of that vector is at least $b_-$. So

$$b_-\le g .$$

If the gap were 1 eV while the upper edge stayed at 47 eV, $\kappa$ would be at least 47, however well the high waves were treated. A block method, which iterates several neighbouring states together, addresses this separate difficulty.

**Q.** How near is any of this to a material on a chip?

**A.** Not near. The well is a round-number model with a level spacing of 26 eV, whereas many states of a valence band can lie within a few eV of each other. For a single-state solver, the estimate above shows the size of the effect: a 1 eV spacing would raise $\kappa$ from about 6 to at least 47 if the upper edge were unchanged. Real bands also differ in kinetic energy. If one common scale is used and it is four times too small for some band, the change from 6.2 to 17.8 indicates the possible cost, in this model.

**Q.** Real calculations also have nonlocal pseudopotentials and other k points.

**A.** At 400 eV, adding a repulsive separable projector of strength 10 eV and radius 0.04 nm raises $\kappa$ from 6.2 to 7.6, with the state and its $T_b$ recomputed. Moving from the zone centre to the zone corner leaves $\kappa$ at 6.2, although $T_b$ there is 20.1 eV. A stronger projector, or one that nearly closes the gap, could do more.

**Q.** You froze the potential. In a self-consistent calculation an error in the state changes the density, and that changes the potential.

**A.** For a high plane wave the effect is small here. Put two electrons in the band and perturb the state by a normalized standing wave with $T_G=602$ eV. The Hartree potential feeds back $+0.17$ eV into the response and local exchange $-2.31$ eV. Their sum, $-2.1$ eV, is about 0.3% of the plain response $602-29.9+55.8=628$ eV. Correlation is left out.

This does not cover slow density changes in a large cell. The Hartree interaction is proportional to the inverse square of the density wave vector, so long waves can feed back strongly. Controlling them is the task of density mixing, and $K$, which acts on the coefficients of a state, is no substitute for it.

**Q.** And temperature? Devices do not run at absolute zero.

**A.** At 300 K the thermal energy is 0.026 eV, one thousandth of the level spacing in this model, so thermal occupation of the next level is negligible here. In a system with closely spaced levels at the Fermi energy, occupations would change the density and the self-consistent problem. At a fixed potential they do not enter $H$, and the derivation of $K$ is unaffected.

**Q.** Then how would you word the original claim?

**A.** For a band with $T_b>0$, $K$ equals one with three vanishing derivatives at $x=0$ and decays as $1/(2x)$. Where the kinetic energy dominates the potential, it brings the ratio of preconditioned residual to error close to $T_b/2$ for each high plane wave whose error is not tiny compared with the errors coupled to it. The errors themselves may differ as much as before. The numerical output gives the values at each cutoff.

## Calculated quantities

```
K derivatives 0..4 at x=0: 1 0 0 0 -128/9
coefficient of x^-3 in 1/K: 81/8
recovered p0 p1 p2 c4: 27 18 12 16
x=0.1: K=0.99994 1/(2x)=5.00000 1/(2(x-1))=-
x=0.5: K=0.97561 1/(2x)=1.00000 1/(2(x-1))=-
x=1: K=0.80247 1/(2x)=0.50000 1/(2(x-1))=-
x=2: K=0.40603 1/(2x)=0.25000 1/(2(x-1))=0.50000
x=5: K=0.12411 1/(2x)=0.10000 1/(2(x-1))=0.12500
x=10: K=0.05553 1/(2x)=0.05000 1/(2(x-1))=0.05556
x=40: K=0.01282 1/(2x)=0.01250 1/(2(x-1))=0.01282
largest x*K = 0.8593 at x = 1.401
cell edge 0.30 nm, depth 100 eV, width 0.08 nm
hbar^2/2m = 0.038100 eV nm^2
smallest nonzero T_G = 16.712 eV
at 800 eV: band energy -55.801 eV, gap to next 26.438 eV
T_b = 17.995 eV, T_b/2 = 8.998 eV
V_0 = -29.866 eV, V_b = -73.796 eV
x at 800 eV = 44.46
shell 100-200 eV: response plain 174.5 eV, TPA 12.169 eV, formula 12.214 eV
shell 200-400 eV: response plain 320.4 eV, TPA 10.478 eV, formula 10.479 eV
shell 400-800 eV: response plain 623.4 eV, TPA 9.707 eV, formula 9.709 eV
cutoff 200 eV: 171 waves, kappa plain 8.24, TPA 5.96
  TPA spectrum edges 7.883 to 46.988 eV
  steps plain 22, TPA 16
  factor/bound plain 0.559/0.614, TPA 0.407/0.508
cutoff 400 eV: 461 waves, kappa plain 15.01, TPA 6.19
  TPA spectrum edges 7.599 to 47.017 eV
  steps plain 40, TPA 19
  factor/bound plain 0.735/0.766, TPA 0.461/0.521
cutoff 800 eV: 1357 waves, kappa plain 30.27, TPA 6.20
  TPA spectrum edges 7.588 to 47.017 eV
  steps plain 67, TPA 18
  factor/bound plain 0.833/0.876, TPA 0.448/0.521
kappa with 1/(1+2x) at 800 eV = 6.22
feedback test wave: T_G = 601.6 eV
  Hartree 0.172 eV, exchange -2.306 eV
400 eV, kinetic scale 0.25 T_b: kappa = 17.79
400 eV, kinetic scale 1 T_b: kappa = 6.19
400 eV, kinetic scale 4 T_b: kappa = 3.65
projector: strength 10 eV, radius 0.04 nm
400 eV, with projector: kappa = 7.58
400 eV, zone corner: kappa = 6.19, T_b = 20.137 eV
kT at 300 K = 0.02585 eV, kT/gap = 9.78e-04
```
